\section*{Hessian-Based Predictor-Corrector Dynamics with Fitted Surfaces and Bofill Updates}

\section{What a quadratic surface leaves out}

Let classical nuclei move on a smooth Born-Oppenheimer surface $V(x)$, and let each step of length $\tau$ use the energy, gradient $g$ and Hessian $H$ at one point. The leading neglected part of $V$ is cubic, with third-derivative tensor $W$ (energy/length$^3$). To leading order the resulting displacement error $\delta$ is linear in $W$, is inversely proportional to the mass $m$, and otherwise depends on the velocity $v$ and on $\tau$. Since $W/m$ has the dimension length$^{-1}$time$^{-2}$, a length can be formed in one way:
\begin{equation}
\delta\sim \frac{W v^2\tau^4}{m}.
\label{eq:dim}
\end{equation}
The coefficient follows from the neglected force $-\tfrac12W[vt,vt]$, where $W[a,b]$ is the vector with components $\sum_{jk}W_{ijk}a_jb_k$. Integrating $m\ddot\delta=-\tfrac12W[v,v]t^2$ from rest gives
\begin{equation}
\dot\delta(\tau)=-\frac{W[v,v]\tau^3}{6m},\qquad
\delta(\tau)=-\frac{W[v,v]\tau^4}{24m},
\label{eq:delta}
\end{equation}
with $\delta$ the true minus the predicted position.

The naive scheme accepts this endpoint, re-expands there and continues. A fixed total time contains a number of steps proportional to $1/\tau$, so velocity errors of order $\tau^3$ accumulate to order $\tau^2$. This assumes that the motion amplifies earlier errors by a bounded factor. Despite its Hessians, the scheme has the same global order as velocity Verlet, which needs gradients alone.

The endpoint is nevertheless a good place to collect data: it lies within order $\tau^4$ of the true path. The remedy is to evaluate the surface there, fit a better surface through both sets of data, and repeat the step on it.

One mass $m$ is used below. For several nuclei, the coordinates $\sqrt{m_i}\,x_i$ give the same equations with $m=1$, provided that gradients and Hessians are transformed accordingly.

\section{The predictor}

Two kinds of point must be kept apart. The node $p_n$ is where electronic-structure data are available; $x_n$ is the corrected trajectory point. They coincide at the start. The predictor begins at $x_n,v_n$ but uses the expansion about $p_n$:
\begin{equation}
m\ddot x=-\left[g_n+H_n(x-p_n)\right].
\end{equation}
Let $e$ be a normalized eigenvector of $H_n$ with eigenvalue $\lambda$, and define
\[
\xi=e\cdot(x-x_n),\quad \nu=e\cdot v_n,\quad
\gamma=e\cdot[g_n+H_n(x_n-p_n)].
\]
Projection gives $m\ddot\xi=-\gamma-\lambda\xi$. With $\omega^2=\lambda/m$, $\xi(0)=0$ and $\dot\xi(0)=\nu$, the solution is
\begin{equation}
\xi(\tau)=\nu\frac{\sin\omega\tau}{\omega}
-\frac{\gamma}{m}\frac{1-\cos\omega\tau}{\omega^2}.
\label{eq:pred}
\end{equation}
Two differentiations confirm it. For $\lambda<0$, $\omega$ is imaginary and the functions become hyperbolic; for $\lambda\to0$ the result is $\nu\tau-\gamma\tau^2/(2m)$. Negative curvature therefore needs no special treatment. The sum over modes gives the new node $p_{n+1}$, where $V$, $g$ and $H$ are evaluated.

\section{A surface that matches both nodes}

The two nodes single out one direction. Write
\[
L=|p_{n+1}-p_n|,\quad u=\frac{p_{n+1}-p_n}{L},\quad P=I-uu^T,
\]
\[
\theta=\frac{u\cdot(x-p_n)}{L},\quad y=P(x-p_n),
\]
and choose
\begin{equation}
V_{\rm fit}=Q(\theta)+y\cdot G(\theta)+\tfrac12y^TK(\theta)y.
\label{eq:fit}
\end{equation}
Here $G$ and $K$ act in the space perpendicular to $u$. Along the line, each node supplies a value, a slope and a curvature: six conditions, hence a quintic $Q$. The perpendicular gradient has a value and a slope at each node, hence a cubic $G$. The perpendicular Hessian has one value at each node, hence a linear $K$. The name ``fifth order'' refers to $Q$, not to the accuracy of the trajectory.

Label the nodes 0 and 1 and write $Q=\sum_{j=0}^5c_j\theta^j$. The conditions at $\theta=0$ give
\begin{equation}
c_0=V_0,\quad c_1=L\,u\cdot g_0,\quad c_2=\tfrac12L^2u^TH_0u.
\end{equation}
What remains to be matched at $\theta=1$ is
\begin{align}
A&=V_1-c_0-c_1-c_2=c_3+c_4+c_5,\nonumber\\
B&=L\,u\cdot g_1-c_1-2c_2=3c_3+4c_4+5c_5,\\
C&=L^2u^TH_1u-2c_2=6c_3+12c_4+20c_5.\nonumber
\end{align}
Eliminating $c_3$ gives $B-3A=c_4+2c_5$ and $C-6A=6c_4+14c_5$. Subtracting six times the first from the second leaves $2c_5=12A-6B+C$. Back-substitution then gives
\begin{align}
c_5&=6A-3B+\tfrac12C,\nonumber\\
c_4&=-15A+7B-C,\\
c_3&=10A-4B+\tfrac12C.\nonumber
\end{align}

For the cubic, let $G_i=Pg_i$ and $M_i=LPH_iu$. Writing $G=G_0+M_0\theta+a_2\theta^2+a_3\theta^3$, the end conditions are $a_2+a_3=G_1-G_0-M_0$ and $2a_2+3a_3=M_1-M_0$. Thus
\begin{align}
a_2&=3(G_1-G_0)-2M_0-M_1,\nonumber\\
a_3&=2(G_0-G_1)+M_0+M_1.
\end{align}
Finally, $K=PH_0P+\theta P(H_1-H_0)P$.

The gradient of (\ref{eq:fit}) is
\begin{equation}
\nabla V_{\rm fit}=\frac{u}{L}\left[Q'+y\cdot G'+\tfrac12y^TK'y\right]+G+Ky.
\label{eq:gradfit}
\end{equation}
At a node $y=0$, so this equals $u(u\cdot g)+Pg=g$. Differentiating once more at $y=0$ gives
\begin{equation}
\frac{Q''}{L^2}uu^T+\frac{u(G')^T+G'u^T}{L}+K=H,
\end{equation}
because the terms are the four blocks of $(uu^T+P)H(uu^T+P)$. The energy, the whole gradient and the whole Hessian are therefore reproduced at both nodes. A numerical test with arbitrary four-dimensional data confirms this, and also that (\ref{eq:gradfit}) is the gradient of (\ref{eq:fit}) away from the line.

\section{The corrector}

The corrector returns to $x_n,v_n$ and integrates $m\ddot x=-\nabla V_{\rm fit}$ over $\tau$. This needs no new electronic-structure calculation, so many substeps are affordable. Write $z=(x,v)$ and $\dot z=f(z)$. The modified midpoint rule with $h=\tau/N$ is
\begin{align}
z_1&=z_0+hf(z_0),\qquad z_{j+1}=z_{j-1}+2hf(z_j),\nonumber\\
S_N&=\tfrac12[z_N+z_{N-1}+hf(z_N)].
\end{align}
For even $N$ and smooth $f$ its error has an expansion in $h^2$, a standard property used here without proof. If $S_N=z+\alpha/N^2$, two values determine $z$:
\begin{equation}
z=S_N+\frac{S_N-S_M}{(N/M)^2-1},\qquad N>M.
\end{equation}
Repeating the elimination for successive powers, with $N=2,4,6,8,10$, gives the endpoint $x_{n+1},v_{n+1}$. The next predictor starts from this point but expands about $p_{n+1}$, so each step needs one new evaluation.

\section{Why the accuracy becomes fourth order}

Assume that the speed does not vanish, so $L$ is of order $\tau$. A curved path leaves the line between nodes by $y=O(\tau^2)$. The errors in $V_{\rm fit}$ along the path are then
\begin{align}
Q:&\quad O(L^6)=O(\tau^6),\nonumber\\
y\cdot G:&\quad O(yL^4)=O(\tau^6),\nonumber\\
y^TKy:&\quad O(y^2L^2)=O(\tau^6),\\
\text{missing cubic in }y:&\quad O(y^3)=O(\tau^6).\nonumber
\end{align}
The polynomial degrees five, three and one thus balance the errors in the energy. The fourth order of a curved trajectory does not itself require the quintic. A cubic $Q$ matching only values and slopes would have a force error $O(\tau^3)$ along the line, but the integral of this error between the nodes vanishes, which leaves a displacement of only $O(\tau^5)$ per step. The quintic is needed to match the curvature at both nodes and for the straight-line result below. A perpendicular derivative removes one power of $y$, so the perpendicular force error is $O(\tau^4)$; a derivative along the line gives $O(\tau^5)$. The velocity error per step is $O(\tau^5)$ and the trajectory error at fixed time is $O(\tau^4)$.

Straight-line motion is different. With $y=0$, the quintic leaves the remainder
\[
R=V-V_{\rm fit}\simeq\frac{V^{(6)}}{720}s^3(s-L)^3,\qquad s=L\theta.
\]
Equal total energy on the two surfaces requires $mv\,\delta v=R$. The fitted motion reaches a given position with the time error
\begin{equation}
\delta t=-\int_0^L\frac{R}{mv^3}\,ds
\simeq\frac{V^{(6)}L^7}{100800\,mv^3},
\end{equation}
where $v$ is taken as constant and $\int_0^Ls^3(s-L)^3ds=-L^7/140$. Away from turning points the global order is therefore six. At a turning point in mid-step the two nodes can coincide; then the direction $u$ is undefined. Even before that, small errors in the data are strongly amplified, because the fit divides by powers of $L$. The step must be changed there. The planar example below avoids this because its angular momentum keeps the speed finite.

Energy conservation is a much weaker test. The fitted force is conservative, so if the motion on the fitted surface is integrated exactly, the true energy changes only through $D_n=V-V_{\rm fit}^{(n)}$ at the trajectory points. These lie $O(\tau^4)$ from nodes where $D_n$ vanishes through second order, so $D_n=O(\tau^{12})$. Adjacent fits share the node data, and their third derivatives there differ by $O(\tau)$, because the line direction turns by that amount and each linear $K$ gives the slope of the perpendicular Hessian only to $O(\tau)$. The jump from one fit to the next is $O(\tau^{13})$, which accumulates to $O(\tau^{12})$. The extrapolation with $N=2,4,6,8,10$ is not exact: it adds an energy error of at most order $\tau^{10}$, with a small coefficient, which dominates at sufficiently short steps in the example below. Energy can be conserved to many digits while the nuclei are in the wrong place.

\section{Replacing Hessians by updates}

Let $d$ and $\Delta g$ be the changes of position and gradient between nodes, and let $r=\Delta g-Hd$. The Bofill update is
\begin{align}
H_{\rm new}={}&H+\varphi\frac{rr^T}{r\cdot d}\nonumber\\
&+(1-\varphi)\left[\frac{rd^T+dr^T}{d^2}-\frac{(r\cdot d)dd^T}{d^4}\right],\\
\varphi={}&\frac{(r\cdot d)^2}{r^2d^2}.\nonumber
\end{align}
It is symmetric. Acting on $d$, the first correction gives $\varphi r$. The bracket gives $r+d(r\cdot d)/d^2-d(r\cdot d)/d^2=r$. Hence $H_{\rm new}d=Hd+r=\Delta g$. In practice the first correction is computed as $(r\cdot d)rr^T/(r^2d^2)$, which avoids division by a small $r\cdot d$; for $r=0$ there is nothing to update.

The condition $H_{\rm new}d=\Delta g$ describes the mean Hessian over the step, whereas the fit needs the Hessian at its end. The difference is $O(\tau)$. In one dimension $\varphi=1$ and the update reduces to $\Delta g/d$, so a planar problem is needed to exercise the full formula.

Suppose that an exact Hessian is computed every $k$ steps, with $k$ fixed. Slope errors $\epsilon_0,\epsilon_1=O(\tau)$ in the perpendicular gradient change $G$ by
\[
L[\epsilon_0\theta(1-\theta)^2-\epsilon_1\theta^2(1-\theta)].
\]
Its average over $\theta$ is $L(\epsilon_0-\epsilon_1)/12$. A node's error thus enters two successive steps with opposite signs. The impulses, each $O(\tau^3)$, cancel up to $O(\tau^4)$, since step direction and length change slowly. Errors in $K$ also leave $O(\tau^4)$ impulses. Errors in $Q$ vanish at the nodes but displace the path by $O(\tau^4)$ per step. The expected global order is three.

\section{One step on a planar Morse oscillator}

The model is
\begin{equation}
V=D\left[1-e^{-a(r-r_e)}\right]^2,\qquad r=|x|,
\end{equation}
with round parameters $D=0.2$ hartree, $a=1$ bohr$^{-1}$, $r_e=2$ bohr and $m=10000$ electron masses. The motion starts at $(2,0)$ bohr with radial and tangential kinetic energies of 0.04 and 0.01 hartree. The harmonic force constant $2Da^2=0.4$ hartree/bohr$^2$ gives a period of 24.03 fs.

The two kinetic energies give initial velocity components of 0.11693 and 0.05847 bohr/fs. For $\tau=1$ fs, $\omega\tau=2\pi/24.03=0.2615$. The initial gradient vanishes and the Hessian is $\mathrm{diag}(0.4,0)$ hartree/bohr$^2$, so (\ref{eq:pred}) gives
\begin{align*}
p_x&=2+0.11693\,\frac{\sin0.2615}{0.2615}=2.1156\ \text{bohr},\\
p_y&=0.0585\ \text{bohr}.
\end{align*}

The error can be predicted. With $X=x-r_e$ and $Y$ the transverse coordinate, $r-r_e\simeq X+Y^2/(2r_e)$. The cubic part of $V$ is therefore $Da^2XY^2/r_e-Da^3X^3=0.1XY^2-0.2X^3$ in atomic units. Its gradient at $X=0.1169$, $Y=0.0585$ is $(-0.00786,0.00137)$ hartree/bohr. This gradient is $\tfrac12W[v\tau,v\tau]$, so (\ref{eq:delta}) multiplies it by $-\tau^2/(12m)$. Since $\tau^2/m=0.2615^2/0.4=0.171$ bohr$^2$/hartree, the estimate is $\delta\simeq(1.12,-0.19)\times10^{-4}$ bohr. The reference minus the predicted position is $(1.06,-0.17)\times10^{-4}$ bohr.

At the new node $V=0.002415$ hartree and $g=(0.03911,0.00108)$ hartree/bohr. With the exact Hessian there, the fit has
\[
A=-2.58,\quad B=-7.61,\quad C=-14.75
\]
in units of $10^{-4}$ hartree. Hence $c_3=-25.80+30.44-7.375\simeq-2.7$ in the same unit. The analytic cubic, evaluated for the displacement between nodes, also gives $-2.7\times10^{-4}$ hartree: the fit has recovered the term that the predictor lacked. The position error falls from $1.07\times10^{-4}$ to $1.0\times10^{-7}$ bohr.

For the update, $r=(-0.00713,0.00108)$ hartree/bohr and $d=(0.1156,0.0585)$ bohr give $\varphi=0.66$. The updated $H_{xx}$ is 0.335 hartree/bohr$^2$, close to the mean 0.339 of the old and new exact values, 0.400 and 0.278. This is the endpoint error described above.

\section{Step lengths and their price}

The runs last 120 fs, and positions are compared with a tightly converged numerical trajectory. Errors below are the largest at any step point. The full table is in the numerical output.

At 1 fs the position error is 0.021 bohr for Verlet, 0.064 bohr for the predictor alone and $5.9\times10^{-5}$ bohr for the corrected method with exact Hessians. The predictor alone uses just as many Hessians, so the gain comes from the fitted surface. Between 0.5 and 0.25 fs the observed position orders are 2.00 for Verlet, 2.13 for the predictor alone, 4.01 with exact Hessians and 3.06 with an exact Hessian every fifth step.

With exact Hessians, halving the step from 2 to 1 fs reduces the energy error from $4.4\times10^{-9}$ to $1.0\times10^{-12}$ hartree, a factor of about 4400. This factor should not be read as a test of the twelfth order derived above, because the error of the extrapolated integration also contributes at these steps. At 2 fs, however, the position error is $2.6\times10^{-3}$ bohr and the angular momentum error is 0.017 out of 28.3 $\hbar$. The fitted surface singles out a line and so lacks the rotational symmetry of $V$; for this method angular momentum is therefore a more revealing check than energy. Verlet conserves it to rounding here: its kicks are parallel to $x$ and its drifts parallel to $v$, so neither changes $x\times v$.

To compare permitted steps, the number of steps was raised by about 10\% per trial until a limit was met in two successive trials; the coarser of these is quoted. An energy limit of $10^{-5}$ hartree permits 0.10 fs for Verlet, 3.6 fs with exact Hessians and 2.1 fs with updates. For a position limit of 0.01 bohr the search gives 0.64, 3.2 and 0.71 fs. With exact Hessians, however, the position error does not fall steadily near this limit: a step of 2.5 fs exceeds it again, and a safe step is about 2.4 fs. The ratio to Verlet with exact Hessians is thus about 35 by the first criterion and, with the safe step, roughly 3.5 by the second; this value uses the more finely resolved steps 2.45 fs and, for Verlet, 0.69 fs, which the 10\% trial spacing rounds down to 0.64 fs. With updates the second ratio, 1.1, is one trial spacing and does not establish an advantage.

Let a gradient, including the energy, cost $c_g$ and a Hessian an additional $c_H$. If the step is $R$ times that of Verlet, the method is cheaper when
\begin{equation}
\frac{c_g+c_H/k}{R}<c_g
\quad\Longrightarrow\quad
\frac{c_H}{c_g}<k(R-1).
\end{equation}
The initial evaluation and the work on the fitted surface are neglected. For the position limit and the safe step, exact Hessians pay if one costs less than about 2.5 gradients. Updating with $k=5$ lowers this threshold to about 0.5, with an uncertainty as large as the value: fewer Hessians do not make up for the shorter step. For the energy limit the thresholds are about 34 and 98. These compare each method with Verlet. Updating is cheaper than using exact Hessians when $(1+h/5)/20.5<(1+h)/35.5$ with $h=c_H/c_g$, that is, for $h$ above about 1.1. For $h$ between about 1.1 and 98, updating is thus the cheapest of the three under the energy limit but not under the position limit: the choice of criterion changes the design decision.

The position result also depends on the tolerance $\varepsilon$. If the errors are $C_2\tau^2$ for Verlet and $C_4\tau^4$ with exact Hessians, then
\begin{equation}
R=\frac{(\varepsilon/C_4)^{1/4}}{(\varepsilon/C_2)^{1/2}}
=\frac{C_2^{1/2}}{C_4^{1/4}}\,\varepsilon^{-1/4}.
\end{equation}
The errors at 0.25 fs, $1.28\times10^{-3}$ and $2.27\times10^{-7}$ bohr, give $C_2=0.0205$ bohr/fs$^2$ and $C_4=5.8\times10^{-5}$ bohr/fs$^4$. For $\varepsilon=0.01$ bohr this yields $R\simeq5.2$, more than the safe step allows, because the exact-Hessian step then lies outside the fourth-order range: at 2 fs the error is already nearly three times $C_4\tau^4$. For $10^{-4}$ bohr, where that step is about 1.1 fs and the error lies within about 40\% of $C_4\tau^4$, which shifts the step by less than 10\%, the formula predicts $R\simeq16$, so a Hessian could cost about 15 gradients. Against Verlet, high trajectory accuracy favours the Hessian method and loose accuracy favours Verlet. This reflects the low order of Verlet and does not carry over to gradient-only integrators of higher order. For $10^{-4}$ bohr the Hessian method needs about 107 steps. A fourth-order symplectic scheme with four gradients per step needs about 340 gradients, and a sixth-order St\"ormer multistep scheme about 220 plus its starting values. Against these a Hessian may cost only about 2 and 1 gradients. These numbers belong to this oscillator and run length. The order argument itself fails where the surface is not smooth, as at an electronic state crossing.

\section*{Computed results}
\begin{verbatim}
D = 0.2 hartree, a = 1.0 1/bohr, re = 2.0 bohr
mass = 10000 electron masses, run = 120 fs
radial, tangential KE = 0.04, 0.01 hartree
total energy = 0.0500 hartree, ang. momentum = 28.2843 hbar
harmonic period = 24.031 fs
r range = 1.6493 to 2.6355 bohr
One step of 1 fs from x = (2, 0) bohr:
initial velocity = 0.116931, 0.058466 bohr/fs
predicted x = 2.11560329, 0.05846553 bohr
corrected x = 2.11570915, 0.05844867 bohr
reference x = 2.11570920, 0.05844857 bohr
predicted, corrected error = 1.07e-04, 1.03e-07 bohr
V at new node = 0.00241519 hartree
g at new node = 0.039111, 0.001081 hartree/bohr
old exact Hxx,Hxy,Hyy = 0.40000, 0.00000, 0.00000 hartree/bohr^2
new exact Hxx,Hxy,Hyy = 0.27759, 0.00716, 0.01868 hartree/bohr^2
new Bofill Hxx,Hxy,Hyy = 0.33477, 0.00701, 0.00462 hartree/bohr^2
Bofill weight phi = 0.66366
local order: predictor 3.98, updated Hessian 0.93
Largest errors: energy/hartree, ang. momentum/hbar, position/bohr
Verlet, 2.00 fs: 4.23e-03, 4.97e-14, 8.73e-02
Verlet, 1.00 fs: 9.51e-04, 1.78e-14, 2.08e-02
Verlet, 0.50 fs: 2.32e-04, 4.62e-14, 5.14e-03
Verlet, 0.25 fs: 5.77e-05, 5.68e-14, 1.28e-03
predictor only, 2.00 fs: 4.43e-03, 2.64e+00, 4.05e-01
predictor only, 1.00 fs: 9.28e-04, 3.68e-01, 6.35e-02
predictor only, 0.50 fs: 1.94e-04, 5.37e-02, 1.32e-02
predictor only, 0.25 fs: 4.36e-05, 1.38e-02, 3.03e-03
exact H, 2.00 fs: 4.37e-09, 1.74e-02, 2.56e-03
exact H, 1.00 fs: 9.96e-13, 3.17e-04, 5.87e-05
exact H, 0.50 fs: 3.17e-15, 1.88e-05, 3.64e-06
exact H, 0.25 fs: 2.64e-15, 1.16e-06, 2.27e-07
Bofill, 2.00 fs: 3.28e-06, 1.08e+00, 1.34e-01
Bofill, 1.00 fs: 1.01e-08, 1.17e-01, 1.33e-02
Bofill, 0.50 fs: 1.17e-11, 1.80e-02, 2.32e-03
Bofill, 0.25 fs: 4.02e-14, 2.22e-03, 2.78e-04
position order, 0.5 to 0.25 fs, Verlet: 2.00
position order, 0.5 to 0.25 fs, predictor only: 2.13
position order, 0.5 to 0.25 fs, exact H: 4.01
position order, 0.5 to 0.25 fs, Bofill: 3.06
Bofill runs: exact Hessian every 5 steps
Permitted steps, energy limit 1e-05 hartree:
  Verlet: 0.103 fs
  exact H: 3.636 fs, ratio 35.45, break-even cH/cg 34.5
  Bofill: 2.105 fs, ratio 20.53, break-even cH/cg 97.6
Permitted steps, position limit 0.01 bohr:
  Verlet: 0.638 fs
  exact H: 3.243 fs, ratio 5.08, break-even cH/cg 4.1
  Bofill: 0.706 fs, ratio 1.11, break-even cH/cg 0.5
\end{verbatim}
